**Gap levels of a Ge–Ge bond: four-orbital cluster and full bands**

The program tests the claim that a Ge–Ge bond gives a gap state only when its coupling $V$ is below thresholds set by the surrounding bands. The hybrids have energy $\varepsilon$; $E_v$ and $E_c$ are the band edges, $W_v$ and $W_c$ the half-widths, and $t_v$ and $t_c$ the couplings to the bands. $F(E)$ is the energy minus the host shift, and gap levels obey $F(E)=\varepsilon\mp V$. Assertions compare the cluster formulas with site-basis diagonalization, and the full-band levels, thresholds, hybrid weights and midgap window with explicit long chains. Further assertions cover unequal hybrids, a deeper valence band, a step-like band edge and two-electron repulsion. For the 2 eV example gap, the output gives thresholds of 1.59 eV for the filled level and 1.19 eV for the empty one, so the bond with $V=2.5$ eV has no gap level. A midgap level requires $V$ below 0.46 eV. With the valence band 1.5 eV deeper, the strong bond has a gap level 0.34 eV above the valence edge.

## Check in Python

```python
"""
Result under test: a Ge-Ge bond gives a gap state only if its coupling V is
below a threshold set by the surrounding bands; a midgap state needs a nearly
broken bond.

Symbols (energies in eV, zero at the valence edge of the example host):
  HYBRID : energy of each Ge hybrid;  V : coupling between the two hybrids
  EV, EC : valence and conduction band edges
  WV, WC : half-widths of the two bands; centres are EV-WV and EC+WC
  TV, TC : couplings of a hybrid combination to the two bands
  F(E)   : energy minus the shift caused by both bands.
           Gap levels obey F(E) = HYBRID - V or F(E) = HYBRID + V.
The independent road is diagonalization of explicit orbitals and long chains.
A chain with hopping W/2 has a square-root-edged band of half-width W.
"""
import numpy as np
from scipy.optimize import brentq
from scipy import constants as const

EV, EC, HYBRID = 0.0, 2.0, 1.2
WV, WC, TV, TC = 1.0, 1.5, 0.5, 0.6
V_STRONG, LENGTH = 2.5, 0.245
CENTRE, HALF_WINDOW = 0.5 * (EV + EC), 0.25
DEEPER = 1.5


def cluster_levels(v, e=HYBRID, ev=EV-WV, ec=EC+WC, tv=TV, tc=TC):
    """Closed-form levels: even pair, then odd pair."""
    even_mean, odd_mean = (e - v + ev) / 2, (e + v + ec) / 2
    even_root = np.hypot((e - v - ev) / 2, tv)
    odd_root = np.hypot((e + v - ec) / 2, tc)
    return np.array([even_mean - even_root, even_mean + even_root,
                     odd_mean - odd_root, odd_mean + odd_root])


def edge_resolvent(x, w):
    return 2 * (x - np.sqrt(max(x*x - w*w, 0.0))) / w**2


def F(energy, ev=EV):
    shift = TV**2 * edge_resolvent(energy - (ev - WV), WV)
    shift -= TC**2 * edge_resolvent(EC + WC - energy, WC)
    return energy - shift


def gap_level(target, ev=EV):
    if not F(ev, ev) < target < F(EC, ev):
        return None
    return brentq(lambda x: F(x, ev) - target, ev, EC, xtol=1e-13)


def hybrid_weight(energy):
    step = 1e-5
    return 2 * step / (F(energy + step) - F(energy - step))


def explicit_matrix(v, baths, sites, asymmetry=0.0):
    """Two hybrids and chains; bath = (coupling h1, coupling h2, centre, W)."""
    size = 2 + sites * len(baths)
    h = np.zeros((size, size))
    h[0, 0], h[1, 1] = HYBRID + asymmetry, HYBRID - asymmetry
    h[0, 1] = h[1, 0] = -v
    for k, (c1, c2, centre, w) in enumerate(baths):
        start = 2 + k * sites
        for j in range(start, start + sites):
            h[j, j] = centre
            if j > start:
                h[j, j-1] = h[j-1, j] = w / 2
        h[0, start] = h[start, 0] = c1
        h[1, start] = h[start, 1] = c2
    return h


def local_baths(ev=EV):
    return [(TV, 0, ev-WV, WV), (0, TV, ev-WV, WV),
            (TC, 0, EC+WC, WC), (0, TC, EC+WC, WC)]


ROOT2 = np.sqrt(2)
PARTNERS = [(TV/ROOT2, TV/ROOT2, EV-WV, WV),
            (TC/ROOT2, -TC/ROOT2, EC+WC, WC)]
SITES = 120


def explicit_gap(v, baths, sites=SITES, asymmetry=0.0, ev=EV):
    levels = np.linalg.eigvalsh(explicit_matrix(v, baths, sites, asymmetry))
    return levels[(levels > ev) & (levels < EC)]


# Four-orbital formula against site-basis diagonalization, random parameters
rng = np.random.default_rng(4)
for _ in range(30):
    e, ev, ec, tv, tc, v = rng.uniform([-1, -3, 2, .1, .1, .1],
                                       [2, -1, 5, 1, 1, 3])
    m = np.array([[e, -v, tv/ROOT2, tc/ROOT2],
                  [-v, e, tv/ROOT2, -tc/ROOT2],
                  [tv/ROOT2, tv/ROOT2, ev, 0],
                  [tc/ROOT2, -tc/ROOT2, 0, ec]])
    formula = np.sort(cluster_levels(v, e, ev, ec, tv, tc))
    assert np.allclose(np.linalg.eigvalsh(m), formula, atol=1e-11)

# Thresholds: cluster, matching bands only, and all couplings
cluster_v = HYBRID - EV + TV**2 / WV
cluster_c = EC - HYBRID + TC**2 / WC
partner_v = HYBRID - EV + 2 * TV**2 / WV
partner_c = EC - HYBRID + 2 * TC**2 / WC
full_v, full_c = HYBRID - F(EV), F(EC) - HYBRID
for limit_v, limit_c, baths, sites, d in (
        (cluster_v, cluster_c, PARTNERS, 1, 0.01),
        (partner_v, partner_c, PARTNERS, SITES, 0.05),
        (full_v, full_c, local_baths(), SITES, 0.05)):
    assert len(explicit_gap(limit_c - d, baths, sites)) == 2
    assert len(explicit_gap(limit_c + d, baths, sites)) == 1
    assert len(explicit_gap(limit_v - d, baths, sites)) == 1
    assert len(explicit_gap(limit_v + d, baths, sites)) == 0

# Gap energies with all couplings against explicit chains
couplings = (0.3, 1.0, 1.4, V_STRONG)
rows = []
for v in couplings:
    filled, empty = gap_level(HYBRID - v), gap_level(HYBRID + v)
    predicted = [x for x in (filled, empty) if x is not None]
    found = explicit_gap(v, local_baths())
    assert len(found) == len(predicted)
    assert np.allclose(found, predicted, atol=1e-7)
    rows.append((v, cluster_levels(v)[1], cluster_levels(v)[2], filled, empty))

# Restored couplings lower the bonding level and raise the antibonding level
partner_gap = explicit_gap(1.0, PARTNERS)
full_gap = explicit_gap(1.0, local_baths())
assert full_gap[0] < partner_gap[0] and full_gap[1] > partner_gap[1]

# Hybrid weights and rates of motion with coupling
values, vectors = np.linalg.eigh(explicit_matrix(1.0, local_baths(), SITES))
inside = np.where((values > EV) & (values < EC))[0]
weights = [hybrid_weight(values[i]) for i in inside]
for i, z in zip(inside, weights):
    assert abs(np.sum(vectors[:2, i]**2) - z) < 1e-4
dv = 1e-3
rates = (explicit_gap(1 + dv, local_baths())
         - explicit_gap(1 - dv, local_baths())) / (2 * dv)
assert np.allclose(rates, [-weights[0], weights[1]], atol=1e-4)

# Midgap window
dangling = gap_level(HYBRID)
assert abs(dangling - CENTRE) < HALF_WINDOW
midgap_v = max(HYBRID - F(CENTRE - HALF_WINDOW),
               F(CENTRE + HALF_WINDOW) - HYBRID)
for v, expected in ((midgap_v - .02, True), (midgap_v + .02, False)):
    found = explicit_gap(v, local_baths())
    assert np.any(np.abs(found - CENTRE) < HALF_WINDOW) == expected

# Unequal hybrid energies
asymmetry = 0.5
effective_v = np.hypot(1.0, asymmetry)
asymmetric = [gap_level(HYBRID - effective_v), gap_level(HYBRID + effective_v)]
assert np.allclose(explicit_gap(1.0, local_baths(), asymmetry=asymmetry),
                   asymmetric, atol=1e-7)

# Same strong bond in a host with a deeper valence band
deep_edge = EV - DEEPER
deep_level = gap_level(HYBRID - V_STRONG, deep_edge)
found = explicit_gap(V_STRONG, local_baths(deep_edge), ev=deep_edge)
assert len(found) == 1 and abs(found[0] - deep_level) < 1e-7

# Where the strong bond goes in the original host
values, vectors = np.linalg.eigh(explicit_matrix(V_STRONG, local_baths(), SITES))
bond_weight = (vectors[0] + vectors[1])**2 / 2
anti_weight = (vectors[0] - vectors[1])**2 / 2
in_valence = bond_weight[(values >= EV - 2*WV) & (values <= EV)].sum()
in_conduction = anti_weight[(values >= EC) & (values <= EC + 2*WC)].sum()
assert in_valence > 0.9 and in_conduction > 0.9


# A flat valence band has a step edge and always splits off a state
def step_edge_binding(v):
    return brentq(lambda y: TV**2/(2*WV)*np.log((2*WV + y)/y)
                  - (y + EV - HYBRID + v), 1e-12, 2, xtol=1e-15)


count, test_v = 800, 1.8
star = np.diag(np.r_[HYBRID - test_v,
                     EV - 2*WV + 2*WV*(np.arange(count) + .5)/count])
star[0, 1:] = star[1:, 0] = TV / np.sqrt(count)
# Tolerance covers the discrete spacing of the flat band
assert abs(np.linalg.eigvalsh(star)[-1] - EV - step_edge_binding(test_v)) < 2e-4
assert test_v > partner_v
step_binding = step_edge_binding(V_STRONG)


# On-site repulsion: exact two-electron dimer against its mean-field level
def repulsion_shift(v, u):
    pair = np.array([[0, 0, -v, -v], [0, 0, v, v],
                     [-v, v, u, 0], [-v, v, 0, u]], float)
    ground = np.linalg.eigvalsh(pair)[0]
    removal = ground - (-v)
    shift = removal - (-v + u/2)
    assert abs(shift - (2*v - np.sqrt(u*u/4 + 4*v*v))) < 1e-10
    return shift


REPULSION = 1.0
shift_strong = repulsion_shift(V_STRONG, REPULSION)
shift_weak = repulsion_shift(0.3, REPULSION)

# Bond vibration, including zero-point motion
TEMPERATURE, STIFFNESS, GE_MASS = 358.0, 100.0, 72.63
reduced = GE_MASS * const.atomic_mass / 2
omega = np.sqrt(STIFFNESS / reduced)
ratio = const.hbar * omega / (2 * const.k * TEMPERATURE)
rms_nm = np.sqrt(const.hbar/(2*reduced*omega)/np.tanh(ratio)) * 1e9
rms_v = 2 * V_STRONG * rms_nm / LENGTH

# Field along the bond: 1 MV/cm equals 0.1 V/nm
FIELD_MV_CM = 1.0
field_drop = FIELD_MV_CM * 1e8 * LENGTH * 1e-9
field_change = np.hypot(V_STRONG, field_drop/2) - V_STRONG


def lengths(v):
    power = LENGTH * np.sqrt(V_STRONG / v)
    exponential = LENGTH * (1 + np.log(V_STRONG / v) / 2)
    return power, exponential


crossing = brentq(lambda v: cluster_levels(v)[1] - cluster_levels(v)[2], 0, 1)


def show(x):
    return "none" if x is None else f"{x:.3f}"


print(f"Band edges Ev, Ec: {EV:.1f}, {EC:.1f} eV; hybrid e: {HYBRID:.1f} eV")
print(f"Band centres ev, ec: {EV-WV:.1f}, {EC+WC:.1f} eV")
print(f"Half-widths Wv, Wc: {WV:.1f}, {WC:.1f} eV")
print(f"Couplings tv, tc: {TV:.1f}, {TC:.1f} eV")
print(f"Strong bond: V = {V_STRONG:.1f} eV, length = {LENGTH:.3f} nm")
print(f"Bare strong-bond levels: {HYBRID-V_STRONG:.1f}, "
      f"{HYBRID+V_STRONG:.1f} eV")
print("All four cluster levels, strong bond (eV):",
      " ".join(f"{x:.3f}" for x in np.sort(cluster_levels(V_STRONG))))
print(f"Cluster level-crossing coupling: {crossing:.3f} eV")
print("Levels in eV: V | cluster filled, empty | full-band gap filled, empty")
for v, a, b, c, d in rows:
    print(f"  {v:.1f} | {a:.3f}, {b:.3f} | {show(c)}, {show(d)}")
print("Threshold V in eV: filled gap level, empty gap level")
print(f"  four-orbital cluster: {cluster_v:.3f}, {cluster_c:.3f}")
print(f"  matching bands only: {partner_v:.3f}, {partner_c:.3f}")
print(f"  all band couplings: {full_v:.3f}, {full_c:.3f}")
print(f"F(Ev), F(Ec): {F(EV):.3f}, {F(EC):.3f} eV")
print(f"V=1.0 eV, matching-band levels: {partner_gap[0]:.3f}, "
      f"{partner_gap[1]:.3f} eV")
print(f"V=1.0 eV, hybrid weights: {weights[0]:.3f}, {weights[1]:.3f}")
print(f"V=1.0 eV, dE/dV: {rates[0]:.3f}, {rates[1]:.3f}")
print(f"Dangling-hybrid level: {dangling:.3f} eV")
print(f"Midgap window: {CENTRE-HALF_WINDOW:.2f} to "
      f"{CENTRE+HALF_WINDOW:.2f} eV")
print(f"Largest V with a midgap level: {midgap_v:.3f} eV, "
      f"{100*midgap_v/V_STRONG:.1f} % of strong V")
print(f"Strong bonding weight in valence band: {100*in_valence:.1f} %")
print(f"Strong antibonding weight in conduction band: {100*in_conduction:.1f} %")
print(f"Deeper host: Ev = {deep_edge:.1f} eV, gap = {EC-deep_edge:.1f} eV")
print(f"Deeper host threshold for filled gap level: "
      f"{HYBRID-F(deep_edge, deep_edge):.3f} eV")
print(f"Deeper host gap level: {deep_level:.3f} eV; "
      f"above its Ev: {deep_level-deep_edge:.3f} eV")
for label, v in (("gap-state", full_v), ("midgap", midgap_v)):
    p, q = lengths(v)
    print(f"Length at {label} threshold, power/exponential: {p:.3f}, {q:.3f} nm")
print(f"Asymmetry D={asymmetry:.1f} eV at V=1.0 eV: effective V = "
      f"{effective_v:.3f} eV")
print(f"  resulting gap levels: {asymmetric[0]:.3f}, {asymmetric[1]:.3f} eV")
print(f"Step-edge state above Ev, strong bond: {1000*step_binding:.4f} meV")
print(f"Vibration inputs: {TEMPERATURE:.0f} K, {STIFFNESS:.0f} N/m, "
      f"Ge mass {GE_MASS:.2f} u")
print(f"RMS bond-length change: {1000*rms_nm:.2f} pm; RMS V: {rms_v:.3f} eV")
print(f"Strong-bond margin: {V_STRONG-full_v:.3f} eV = "
      f"{(V_STRONG-full_v)/rms_v:.1f} RMS changes")
print(f"Repulsion U: {REPULSION:.1f} eV; filled-level shift at V=2.5: "
      f"{shift_strong:.3f} eV")
print(f"Repulsion shift at V=0.3 eV: {shift_weak:.3f} eV")
print(f"Field {FIELD_MV_CM:.1f} MV/cm: drop along bond "
      f"{1000*field_drop:.1f} meV")
print(f"  change of effective V: {1000*field_change:.4f} meV")
print("OK")
```

Running it gives:

```
Band edges Ev, Ec: 0.0, 2.0 eV; hybrid e: 1.2 eV
Band centres ev, ec: -1.0, 3.5 eV
Half-widths Wv, Wc: 1.0, 1.5 eV
Couplings tv, tc: 0.5, 0.6 eV
Strong bond: V = 2.5 eV, length = 0.245 nm
Bare strong-bond levels: -1.3, 3.7 eV
All four cluster levels, strong bond (eV): -1.672 -0.628 2.992 4.208
Cluster level-crossing coupling: 0.135 eV
Levels in eV: V | cluster filled, empty | full-band gap filled, empty
  0.3 | 1.024, 1.334 | 0.891, 1.406
  1.0 | 0.381, 1.965 | 0.312, 1.932
  1.4 | 0.040, 2.300 | 0.052, none
  2.5 | -0.628, 2.992 | none, none
Threshold V in eV: filled gap level, empty gap level
  four-orbital cluster: 1.450, 1.040
  matching bands only: 1.700, 1.280
  all band couplings: 1.592, 1.194
F(Ev), F(Ec): -0.392, 2.394 eV
V=1.0 eV, matching-band levels: 0.408, 1.878 eV
V=1.0 eV, hybrid weights: 0.760, 0.552
V=1.0 eV, dE/dV: -0.760, 0.552
Dangling-hybrid level: 1.150 eV
Midgap window: 0.75 to 1.25 eV
Largest V with a midgap level: 0.464 eV, 18.6 % of strong V
Strong bonding weight in valence band: 98.4 %
Strong antibonding weight in conduction band: 98.8 %
Deeper host: Ev = -1.5 eV, gap = 3.5 eV
Deeper host threshold for filled gap level: 3.126 eV
Deeper host gap level: -1.156 eV; above its Ev: 0.344 eV
Length at gap-state threshold, power/exponential: 0.307, 0.300 nm
Length at midgap threshold, power/exponential: 0.568, 0.451 nm
Asymmetry D=0.5 eV at V=1.0 eV: effective V = 1.118 eV
  resulting gap levels: 0.225, 1.986 eV
Step-edge state above Ev, strong bond: 0.0608 meV
Vibration inputs: 358 K, 100 N/m, Ge mass 72.63 u
RMS bond-length change: 7.25 pm; RMS V: 0.148 eV
Strong-bond margin: 0.908 eV = 6.1 RMS changes
Repulsion U: 1.0 eV; filled-level shift at V=2.5: -0.025 eV
Repulsion shift at V=0.3 eV: -0.181 eV
Field 1.0 MV/cm: drop along bond 24.5 meV
  change of effective V: 0.0300 meV
OK
```
